\section*{Wave number and energy in the one-gap Lamé crystal}

A particle in the periodic potential $V(x)=2m\,\mathrm{sn}^2(x,m)$, with $0<m<1$, has two energy bands, $m\le E\le1$ and $E\ge1+m$. Its Bloch wave number $k$ obeys
\begin{equation}
\frac{dk}{dE}=\pm\frac{E-c}{2\sqrt{P(E)}},\qquad
P(E)=(E-m)(E-1)(E-1-m),\qquad
c=m+\frac{\mathcal E(m)}{K(m)} .
\label{result}
\end{equation}
For a wave travelling to the right, with $k$ followed continuously from zero at the bottom of the lower band, the sign is minus in the lower band and plus in the upper one. Then $dk/dE$ is positive in both, because $c$ lies in the gap between them.

Here $m$ is the elliptic parameter, the square of the modulus, and
\begin{equation}
K(m)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}},\qquad
\mathcal E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\;d\varphi
\end{equation}
are the complete elliptic integrals. The second is written $E(m)$ in the numerical output; here the script letter keeps it apart from the energy. Lengths are measured in a unit $\ell$ and energies in $\hbar^2/(2M\ell^2)$, where $M$ is the particle mass, so that
\begin{equation}
-\psi''+V\psi=E\psi ,
\label{schr}
\end{equation}
and a free particle has $E=k^2$. These units suit the problem better than Hartree units, whose kinetic energy carries a factor $1/2$.

The Jacobi functions follow from an angle $\varphi(x)$ with $\varphi(0)=0$ and $\varphi'=\sqrt{1-m\sin^2\varphi}$: $\mathrm{sn}=\sin\varphi$, $\mathrm{cn}=\cos\varphi$, $\mathrm{dn}=\varphi'$. Hence $\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn}$, $\mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn}$ and $\mathrm{dn}'=-m\,\mathrm{sn}\,\mathrm{cn}$. When $x$ grows by $L=2K(m)$, $\varphi$ grows by $\pi$; sn and cn change sign and dn does not. The potential therefore has period $L$. Differentiating once more gives
\begin{align}
\mathrm{dn}''&=-m\,\mathrm{dn}\,(\mathrm{cn}^2-\mathrm{sn}^2)=(2m\,\mathrm{sn}^2-m)\,\mathrm{dn},\\
\mathrm{cn}''&=-\mathrm{cn}\,(\mathrm{dn}^2-m\,\mathrm{sn}^2)=(2m\,\mathrm{sn}^2-1)\,\mathrm{cn},\\
\mathrm{sn}''&=-\mathrm{sn}\,(\mathrm{dn}^2+m\,\mathrm{cn}^2)=(2m\,\mathrm{sn}^2-1-m)\,\mathrm{sn}.
\end{align}
Comparison with $\psi''=(V-E)\psi$ shows that dn, cn and sn solve (\ref{schr}) at $E=m$, $1$ and $1+m$. These energies are the zeros of $P$; that they are the band edges will follow from the solutions between them.

The other energies are reached through a function that will turn out to be the Bloch density, up to sign. Put $s=\mathrm{sn}^2$, $\varepsilon=E-1-m$ and
\begin{equation}
y(x)=\varepsilon+ms=E-1-m\,\mathrm{cn}^2=E-m-\mathrm{dn}^2 .
\label{ydef}
\end{equation}
Since $s'=2\,\mathrm{sn}\,\mathrm{cn}\,\mathrm{dn}$,
\begin{equation}
s'^2=4s(1-s)(1-ms)=4s-4(1+m)s^2+4ms^3 ,
\end{equation}
and differentiating this and dividing by $2s'$ gives $s''=2-4(1+m)s+6ms^2$, which holds at the isolated zeros of $s'$ by continuity. The claim is that
\begin{equation}
2yy''-y'^2-4(V-E)y^2=4P(E)
\label{identity}
\end{equation}
at every $x$. The three terms on the left are
\begin{align}
2yy''={}&4m\varepsilon+\left[4m^2-8m(1+m)\varepsilon\right]s\nonumber\\
&+\left[12m^2\varepsilon-8m^2(1+m)\right]s^2+12m^3s^3,\\
-y'^2={}&-4m^2s+4m^2(1+m)s^2-4m^3s^3,\\
-4(V-E)y^2={}&4E\varepsilon^2+\left[8mE\varepsilon-8m\varepsilon^2\right]s\nonumber\\
&+\left[4m^2E-16m^2\varepsilon\right]s^2-8m^3s^3.
\end{align}
In the sum the cubic coefficient is $(12-4-8)m^3=0$. The quadratic one is $4m^2(E-1-m-\varepsilon)=0$, and the linear one is $8m\varepsilon(E-1-m-\varepsilon)=0$. The constant is $4\varepsilon(m+E\varepsilon)=4\varepsilon\left[E^2-(1+m)E+m\right]=4\varepsilon(E-1)(E-m)=4P$, as claimed. The strength of the potential matters: for $V=gm\,\mathrm{sn}^2$ the cubic coefficient would be $(8-4g)m^3$, so this choice of $y$ works for $g=2$ alone.

For $m<E<1$ or $E>1+m$, $P$ is positive. In the first range (\ref{ydef}) gives $y=E-1-m\,\mathrm{cn}^2<0$, and in the second $y=\varepsilon+ms>0$. Thus $Y=|y|$ is smooth and has no zero, and one can define
\begin{equation}
\psi=\sqrt Y\,e^{i\theta},\qquad \theta'=\frac{\sqrt P}{Y}.
\label{bloch}
\end{equation}
With $q=\psi'/\psi=Y'/(2Y)+i\sqrt P/Y$,
\begin{align}
\frac{\psi''}{\psi}=q'+q^2
&=\frac{Y''}{2Y}-\frac{Y'^2}{2Y^2}-\frac{i\sqrt P\,Y'}{Y^2}
+\frac{Y'^2}{4Y^2}+\frac{i\sqrt P\,Y'}{Y^2}-\frac{P}{Y^2}\nonumber\\
&=\frac{2YY''-Y'^2-4P}{4Y^2}=V-E .
\end{align}
The last equality is (\ref{identity}), which is quadratic in $y$ and so holds for $Y$ too. Hence $\psi$ solves (\ref{schr}). As $Y$ has period $L$, $\psi(x+L)=e^{ikL}\psi(x)$ with
\begin{equation}
k=\sqrt P\,\left\langle\frac1Y\right\rangle,\qquad
\langle f\rangle=\frac1L\int_0^L f\,dx .
\label{kint}
\end{equation}
The wave and its complex conjugate are bounded and independent, so all these energies are allowed. In particular there is no gap anywhere above $1+m$.

Equation (\ref{kint}) also fixes the branch of $k$. As $E\to m$, $Y\to\mathrm{dn}^2\ge1-m$ while $P\to0$, so $k\to0$. As $E=1-\delta\to1$, the integral is dominated by the zero of cn at $x=K$, where $\mathrm{cn}^2\approx(1-m)\xi^2$ with $\xi=x-K$. There $P\approx m(1-m)\delta$, and
\begin{equation}
kL\to\int_{-\infty}^{\infty}\frac{\sqrt{m(1-m)\delta}}{\delta+m(1-m)\xi^2}\,d\xi=\pi .
\end{equation}
For $E=1+m+\delta$ the zero of sn plays the same part, with $Y\approx\delta+m\xi^2$ and $P\approx m\delta$, and again $kL\to\pi$. The $k$ of (\ref{kint}) therefore takes the same value, $\pi/L$, on the two sides of the gap, which is the extended-zone convention.

Differentiating (\ref{kint}) directly would leave an awkward integral of $1/Y^2$. A relation between solutions at neighbouring energies avoids it. Let $\chi=\partial\psi/\partial E$ at fixed $x$. The derivative of $\psi''=(V-E)\psi$ is $\chi''=(V-E)\chi-\psi$, so
\begin{equation}
\left(\psi^*\chi'-\psi^{*\prime}\chi\right)'=\psi^*\chi''-\psi^{*\prime\prime}\chi=-|\psi|^2=-Y .
\end{equation}
The Bloch condition, differentiated with respect to $E$, reads
\begin{equation}
\chi(x+L)=e^{ikL}\left[\chi(x)+iL\frac{dk}{dE}\psi(x)\right].
\end{equation}
The phase cancels against that of $\psi^*(x+L)$. The bracket thus changes over a period by
\begin{equation}
iL\frac{dk}{dE}\left(\psi^*\psi'-\psi^{*\prime}\psi\right)
=iL\frac{dk}{dE}\,(2i\sqrt P)=-2L\sqrt P\,\frac{dk}{dE},
\end{equation}
because (\ref{bloch}) gives $\mathrm{Im}(\psi^*\psi')=Y\theta'=\sqrt P$. Equating this to $-L\langle Y\rangle$,
\begin{equation}
\frac{dk}{dE}=\frac{\langle Y\rangle}{2\sqrt P}.
\label{velocity}
\end{equation}
Its inverse has a direct meaning. In these units the probability flux is $2\,\mathrm{Im}(\psi^*\psi')=2\sqrt P$, so the group velocity $dE/dk$ is the flux divided by the mean density.

What remains is one average. From $m\,\mathrm{sn}^2=1-\mathrm{dn}^2$ and $dx=d\varphi/\mathrm{dn}$,
\begin{equation}
\int_0^K\mathrm{dn}^2\,dx=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\;d\varphi=\mathcal E(m).
\end{equation}
Since $\mathrm{sn}^2$ is even and has period $2K$, an average over $0<x<K$ equals that over a full period. With $r=\mathcal E/K$, therefore, $\langle m\,\mathrm{sn}^2\rangle=1-r$ and
\begin{equation}
\langle y\rangle=E-1-m+1-r=E-c .
\end{equation}
In the lower band $Y=-y$, in the upper band $Y=y$, and (\ref{velocity}) becomes (\ref{result}) with the stated signs. Moreover $r$ is the mean of $\mathrm{dn}^2$, which varies between $1-m$ and $1$, so $1<c<1+m$. The numerator never vanishes in a band.

The zero of the numerator acquires its meaning in the gap, where $P<0$. Any product $p=fg$ of two solutions at the same energy satisfies $p''=2(V-E)p+2f'g'$, and a further derivative gives
\begin{equation}
p'''=4(V-E)p'+2V'p .
\label{third}
\end{equation}
Differentiating (\ref{identity}) gives $2y\left[y'''-4(V-E)y'-2V'y\right]=0$, so $y$ obeys (\ref{third}) too, by continuity also at its zeros. If $u_1,u_2$ are independent real solutions of (\ref{schr}), then $u_1^2$, $u_1u_2$ and $u_2^2$ span the solutions of (\ref{third}). Hence $y$ is a quadratic form in $u_1,u_2$ and factors as $y=fg$. With $W=f'g-fg'$, the relations $y'^2-W^2=4ff'gg'$ and $2yy''=4(V-E)y^2+4yf'g'$ turn (\ref{identity}) into $W^2=-4P$. This is also the discriminant of the form, if $u_1,u_2$ have unit Wronskian. It is positive in the gap, so $f$ and $g$ are real and independent.

Translation by $L$ leaves $y$ unchanged. It must either multiply $f$ and $g$ by reciprocal real factors or exchange them, up to such factors. An exchange would reverse the sign of $W$, which is constant in $x$, and is excluded. In the gap $y=E-1-m\,\mathrm{cn}^2$ has two zeros per period, at $\pm x_0$, with opposite slopes. At a zero of $f$ the slope is $y'=W$, and at a zero of $g$ it is $-W$. So each factor changes sign once per period, and its multiplier is negative:
\begin{equation}
f(x+L)=-e^{-\kappa L}f(x),\qquad g(x+L)=-e^{\kappa L}g(x).
\end{equation}
The factors can be chosen smooth in $E$, since they stay distinct, and named so that $W=-2\sqrt{|P|}$. Repeating the previous argument with $\eta=\partial f/\partial E$ gives $(g\eta'-g'\eta)'=-y$. The bracket changes over a period by $-L(d\kappa/dE)W$, so
\begin{equation}
\frac{d\kappa}{dE}=\frac{\langle y\rangle}{W}=\frac{c-E}{2\sqrt{|P|}} .
\label{gap}
\end{equation}
At both edges the multiplier is $-1$, as cn and sn show, and $\kappa\to0$ by continuity. Between them (\ref{gap}) makes $\kappa$ rise up to $E=c$ and then fall, so it is positive throughout and the interval is a true gap. There $k=\pi/L+i\kappa$ for the solution that decays to the right, and $c$ is the energy in the gap at which evanescent waves decay fastest. For $E<m$ the same factorization holds, but $y$ has no zeros and the multipliers are positive; with $f(x+L)=e^{-\kappa L}f(x)$ and the same naming, (\ref{gap}) still holds. Now $\kappa$ is zero at $E=m$ and its derivative is positive, so $\kappa<0$ below the band: $f$ is the solution that grows to the right and $g$ the one that decays. These energies are therefore forbidden as well. The decay rate $|\kappa|$ grows without limit as $E$ falls, and far enough below the band it exceeds the largest $\kappa$ in the gap.

Because $\kappa$ vanishes at both edges, the integral of (\ref{gap}) over the gap is zero. Thus $c$ is the mean energy in the gap with weight $|P|^{-1/2}$. The factor $[(E-1)(1+m-E)]^{-1/2}$ of this weight is symmetric about the middle of the gap, while $(E-m)^{-1/2}$ decreases with $E$. The fastest decay within the gap therefore lies below midgap for every $m$ between 0 and 1.

Near an edge $E_0$ the derivative diverges as $A/(2\sqrt{|E-E_0|})$, where $A^2=(E_0-c)^2/\prod|E_0-E_j|$ and the product runs over the other two edges. Integration gives $|k-k_0|=A\sqrt{|E-E_0|}$, or
\begin{equation}
E-E_0\approx\sigma\frac{(k-k_0)^2}{A^2},\qquad \frac{M^*}{M}=\sigma A^2,
\end{equation}
with $\sigma=+1$ at a band bottom and $-1$ at a band top. The effective masses at $E=m$, $1$ and $1+m$ are thus
\begin{equation}
\frac{M^*}{M}=\frac{r^2}{1-m},\qquad -\frac{(c-1)^2}{m(1-m)},\qquad \frac{(1-r)^2}{m}.
\label{masses}
\end{equation}
The divergence is integrable. Counting both signs of $k$, the density of states per unit length and spin is $(1/\pi)\,dk/dE$. Over the lower band $k$ grows by $\pi/L$, so that band holds one state per period and spin.

Three limits show what the formula contains. For $m\to0$, $r\approx1-m/2$, so $c\approx1+m/2$ is the middle of a gap of width $m$. This agrees with nearly free electrons: $V\approx m-m\cos2x$ has Fourier components of size $m/2$, and a gap is twice the component. Away from the gap and for $E\gg m$, $P\to E(E-1)^2$ and $dk/dE\to1/(2\sqrt E)$, the free value. Close to the band bottom the slope is instead $1/(2\sqrt{E-m})$, the free value with the energy measured from the mean potential $\langle V\rangle\approx m$.

For $m\to1$ the wells move apart, since $K$ grows without bound, though only logarithmically in $1/(1-m)$, and the lower band narrows. In it $E-m\le1-m\ll r$ and $1+m-E\approx1$, so $dk/dE\approx r/\bigl(2\sqrt{(E-m)(1-E)}\bigr)$. Setting $E=m+(1-m)\sin^2\alpha$ gives $dk=r\,d\alpha$. As $rL=2\mathcal E\to2$, this means $kL\approx2\alpha$ and
\begin{equation}
E\approx m+\frac{1-m}{2}\left(1-\cos kL\right),
\end{equation}
the tight-binding band.

At high energy, expansion of (\ref{kint}) gives $k\approx\sqrt E\,[1-(1-r)/E]$. Since $\langle V\rangle=2(1-r)$, this is $E\approx k^2+\langle V\rangle$: to this order a fast particle feels only the mean potential.

Take $m=0.8$ as a worked case. Then $K=2.2572$ and $\mathcal E=1.1785$, so $r=0.5221$, $c=1.3221$ and $L=4.5144$. The bands are $0.8\le E\le1$ and $E\ge1.8$. At $E=0.90$, $P=(0.1)(-0.1)(-0.9)=0.0090$ and
\begin{equation}
\frac{dk}{dE}=\frac{1.3221-0.90}{2\sqrt{0.0090}}=\frac{0.4221}{0.18974}=2.225 .
\end{equation}
At $E=2.00$, $P=(1.2)(1.0)(0.2)=0.240$ and $dk/dE=0.6779/0.9798=0.692$, about twice the value $1/(2\sqrt2)=0.354$ for no potential at all, and about 1.4 times the value $1/(2\sqrt{2-0.956})=0.489$ obtained when the energy is measured from the mean potential $\langle V\rangle=0.956$. The leading term of the divergence at the upper band edge, $(1-r)/\bigl(2\sqrt{m(E-1-m)}\bigr)=0.4779/0.8=0.597$, already supplies most of this slope. Integrating (\ref{schr}) numerically over one period gives $k$, and its finite differences give $dk/dE$, without use of the formula. Such tests at $m=0.3$, $0.5$ and $0.8$, each with two energies in the lower band and one at $E=1.4+m$, gave a largest difference of $8.4\times10^{-9}$ relative to the formula.

The lower band is not yet a cosine, because $1-m=0.2$ is not small against $r=0.52$. In a cosine band the middle energy would lie at half the zone boundary, $k=0.348$; here $E=0.90$ has $k=0.388$. The masses (\ref{masses}) show the same asymmetry: $0.5221^2/0.2=1.363$ at the bottom and $-0.3221^2/0.16=-0.648$ at the top, where a cosine of this width and period would give $\pm4/(0.2L^2)=\pm0.98$. At the bottom of the upper band the mass is $0.4779^2/0.8=0.285$.

In the gap the largest $\kappa$ is $0.2818$, found both from the integral of (\ref{gap}) between $E=1$ and $c$ and from numerical solution of the wave equation. The latter puts the maximum at $E=1.3221$, against $1.4$ for midgap. The amplitude decay length there is $1/\kappa=3.549$, and one period multiplies the envelope by $e^{-0.2818\times4.5144}=0.28$.

For an electron with $\ell$ equal to one bohr, the energy unit is half a hartree, $13.606$ eV. The period is then $0.239$ nm, the gap $10.9$ eV and the shortest decay length within the gap $0.188$ nm. Lengths scale as $\ell$ and energies as $\ell^{-2}$, so other choices need no new calculation. These numbers describe a model crystal, not a named material. The derivation assumes one particle in one dimension and an unbroken periodic potential of this shape and strength. Disorder or a surface removes the translation symmetry that defines $k$, and interactions between particles replace (\ref{schr}) by a many-body problem; (\ref{result}) makes no claim about either.

\section*{Computed results}
\begin{verbatim}
Reduced units: length l, energy hbar^2/(2 M l^2)
elliptic parameter m = 0.8
K(m) = 2.257205, E(m) = 1.178490
E(m)/K(m) = 0.522101
period L = 4.514411 l
zone boundary pi/L = 0.695903 1/l
potential maximum = 1.600 energy units
potential average = 0.955797 energy units
band edges by diagonalization = 0.800000, 1.000000, 1.800000 energy units
lower band width = 0.200000 energy units
gap = 0.800000 energy units
c by formula = 1.322101 energy units
energy of strongest decay, numerical = 1.3221 energy units
middle of gap = 1.4000 energy units
k in 1/l; dk/dE in 1/(l energy unit):
E = 0.85: P = 0.007125, k = 0.266592, formula dk/dE = 2.796487, numerical dk/dE = 2.796487
E = 0.90: P = 0.009000, k = 0.388397, formula dk/dE = 2.224669, numerical dk/dE = 2.224669
E = 0.95: P = 0.006375, k = 0.499386, formula dk/dE = 2.330189, numerical dk/dE = 2.330189
E = 2.00: P = 0.240000, k = 0.948481, formula dk/dE = 0.691877, numerical dk/dE = 0.691877
E = 2.50: P = 1.785000, k = 1.213131, formula dk/dE = 0.440817, numerical dk/dE = 0.440817
effective mass/M at E = 0.8: 1.362949
effective mass/M at E = 1.0: -0.648433
effective mass/M at E = 1.8: 0.285484
largest kappa, numerical = 0.281788 1/l
largest kappa, integrated formula = 0.281788 1/l
shortest amplitude decay length = 3.548763 l
largest relative slope error in tests = 8.4e-09
Conversion for an electron with l = 1 bohr:
energy unit = 13.6057 eV
period = 0.2389 nm
gap = 10.8846 eV
shortest decay length = 0.1878 nm
\end{verbatim}
